# Why Elliott-Yafet and Dyakonov-Perel Spin Lifetimes Scale Oppositely with Momentum Lifetime: a program that tests the result

```python
"""Spin relaxation of electrons on a circular Fermi line: Monte Carlo against theory.
Elliott-Yafet (EY): spin turns at collisions; T = tau_p (1 - q + q^2)/q^2.
Dyakonov-Perel (DP): spin precesses between collisions; T = 1/(Omega^2 tau_p)
for Omega tau_p << 1, and an oscillation with envelope 2 tau_p for Omega tau_p > 1/2.
tau_p: momentum lifetime; tau: mean free time; Omega: Rashba precession frequency;
q = kappa^2 = (E - Delta)/(E + Delta): band mixing in a two-band model with
band-edge energy Delta and Fermi energy E, both measured from midgap.
Times are in ps. EY is followed for in-plane spin, DP for out-of-plane spin."""
import numpy as np
from scipy.constants import hbar, e
from scipy.integrate import quad
from scipy.linalg import expm

rng = np.random.default_rng(2024)
N_EL, N_BATCH, N_TABLE = 20000, 20, 4096
DELTA, E_FERMI, OMEGA = 1.0, 1.5, 1.0
q = (E_FERMI - DELTA) / (E_FERMI + DELTA)
kappa = np.sqrt(q)

# ---------- band states, spin mixing and impurity overlaps ----------
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1, -1]).astype(complex)
one = np.eye(2)


def sigma_k(phi):
    return np.cos(phi) * sx + np.sin(phi) * sy


def doublet(phi):
    """Columns: the two degenerate upper-band states for direction phi."""
    return np.vstack([one, kappa * sigma_k(phi)]) / np.sqrt(1 + q)


def f_amp(theta):
    return 1 + q * np.exp(-1j * theta)


hvk = np.sqrt(E_FERMI**2 - DELTA**2)
for phi in (0.3, 1.9, 4.4):
    ham = hvk * np.kron(sx, sigma_k(phi)) + DELTA * np.kron(sz, one)
    levels = np.linalg.eigvalsh(ham)
    assert np.allclose(levels[2:], E_FERMI)          # no spin splitting
    assert np.allclose(ham @ doublet(phi), E_FERMI * doublet(phi))
    for theta in (-2.2, 0.4, 1.7):
        overlap = doublet(phi + theta).conj().T @ doublet(phi)
        f = f_amp(theta)
        assert np.allclose(overlap, np.diag([f, np.conj(f)]) / (1 + q))
        chi = 2 * np.angle(1 + q * np.exp(1j * theta))
        turned = abs(f) * expm(-0.5j * chi * sz) / (1 + q)
        assert np.allclose(overlap, turned)          # collision = rotation about z
b2 = abs(doublet(0.7)[3, 0])**2                      # spin-down weight of "up" state
assert np.isclose(b2, q / (1 + q))

# real in-plane spin, averaged over directions, is proportional to the doublet spin
x_up, x_down = np.array([1, 1]) / np.sqrt(2), np.array([1, -1]) / np.sqrt(2)
angles = np.arange(64) * 2 * np.pi / 64
real_spin = np.mean([np.vdot(doublet(a) @ x_up, np.kron(one, sx) @ doublet(a) @ x_up).real
                     for a in angles])
assert np.isclose(real_spin, 1 / (1 + q))

# ---------- angular averages from the numerical overlaps ----------
ov = [doublet(a).conj().T @ doublet(0.0) for a in angles]
total = np.array([np.linalg.norm(o @ x_up)**2 for o in ov])
flipped = np.array([abs(np.vdot(x_down, o @ x_up))**2 for o in ov])
p_flip = flipped.sum() / total.sum()
free_over_mom = (total * (1 - np.cos(angles))).sum() / total.sum()   # tau / tau_p
assert np.isclose(p_flip, q**2 / (2 * (1 + q**2)))
assert np.isclose(free_over_mom, (1 - q + q**2) / (1 + q**2))
ey_ratio = (1 - q + q**2) / q**2
assert np.isclose(ey_ratio, free_over_mom / (2 * p_flip))   # T = tau / (2 p)

# ---------- table of equally likely collisions (entry 0: no collision) ----------
grid = np.linspace(-np.pi, np.pi, 200001)
dens = abs(f_amp(grid))**2
cdf = np.concatenate([[0], np.cumsum(0.5 * (dens[1:] + dens[:-1]))])
theta_tab = np.interp((np.arange(N_TABLE) + 0.5) / N_TABLE, cdf / cdf[-1], grid)
chi_tab = 2 * np.angle(1 + q * np.exp(1j * theta_tab))
turn = np.concatenate([[1], np.exp(1j * theta_tab)])
kick = np.concatenate([[1], np.exp(1j * chi_tab)])
ey_rms = np.sqrt(np.mean(chi_tab**2))


def precess(s, z, d, angle):
    """Turn spin (s = Sx + i Sy, z = Sz) about the Rashba axis; d = exp(i phi)."""
    local = s * np.conj(d)
    c, w = np.cos(angle), np.sin(angle)
    along = local.real * c - z * w
    return d * (along + 1j * local.imag), z * c + local.real * w


# precession routine against the Schroedinger equation
phi, angle = 0.8, 1.3
psi = np.array([0.6, 0.8 * np.exp(0.5j)])
rashba = 0.5 * (np.sin(phi) * sx - np.cos(phi) * sy)
psi_new = expm(-1j * angle * rashba) @ psi
ev = lambda v, m: np.vdot(v, m @ v).real
s_new, z_new = precess(ev(psi, sx) + 1j * ev(psi, sy), ev(psi, sz), np.exp(1j * phi), angle)
assert np.isclose(s_new, ev(psi_new, sx) + 1j * ev(psi_new, sy))
assert np.isclose(z_new, ev(psi_new, sz))


def simulate(tau_p, times, mechanism):
    """Return spin samples (times x electrons) and direction correlations."""
    tau = tau_p * free_over_mom
    d = np.exp(2j * np.pi * rng.random(N_EL))
    d_start = d.copy()
    in_plane = mechanism == "EY"
    s = np.full(N_EL, 1.0 if in_plane else 0.0, complex)
    z = np.full(N_EL, 0.0 if in_plane else 1.0)
    spins, corr, now = [], [], 0.0
    for t in times:
        left = np.full(N_EL, t - now)
        now = t
        while left.any():
            flight = rng.exponential(tau, N_EL)
            hit = flight < left
            step = np.minimum(flight, left)
            left = left - step
            if mechanism == "DP":
                s, z = precess(s, z, d, OMEGA * step)
            pick = np.where(hit, rng.integers(1, N_TABLE + 1, N_EL), 0)
            d = d * turn[pick]
            if mechanism == "EY":
                s = s * kick[pick]
        spins.append(s.real.copy() if in_plane else z.copy())
        corr.append((d * np.conj(d_start)).real)
    return np.array(spins), np.array(corr)


def jackknife(samples, estimator):
    """Estimate and standard error from leave-one-batch-out averages."""
    batch = samples.reshape(len(samples), N_BATCH, -1).mean(axis=2)
    full = batch.mean(axis=1, keepdims=True)
    loo = (N_BATCH * full - batch) / (N_BATCH - 1)
    vals = estimator(loo)
    err = np.sqrt((N_BATCH - 1) * np.mean((vals - vals.mean())**2))
    return estimator(full)[0], err


def dp_slow(tau_p):
    return 2 * tau_p / (1 - np.sqrt(1 - 4 * (OMEGA * tau_p)**2))


print(f"Fermi energy / band-edge energy = {E_FERMI/DELTA:.2f}")
print(f"band mixing kappa^2 = {q:.4f}; opposite-spin weight b^2 = {b2:.4f}")
print(f"mean flip probability per collision (x spin) = {p_flip:.5f}")
print(f"mean free time / momentum lifetime = {free_over_mom:.4f}")
print(f"EY theory: T/tau_p = {ey_ratio:.3f}")
print(f"EY rms turn per collision = {ey_rms:.4f} rad")
print(f"Omega = {OMEGA:.2f} rad/ps; splitting hbar*Omega = "
      f"{hbar*OMEGA*1e12/e*1e3:.4f} meV")
print(f"electrons per run = {N_EL}")

# ---------- the simulated momentum lifetime ----------
_, corr = simulate(0.1, [0.1], "EY")
mom, mom_err = jackknife(corr, lambda m: -0.1 / np.log(m[0]))
assert abs(mom - 0.1) < 5 * mom_err and mom_err < 0.004
print(f"momentum lifetime, set 0.1 ps: MC = {mom:.4f} +- {mom_err:.4f} ps")

# ---------- both mechanisms over a factor of four in momentum lifetime ----------
taus = np.array([0.05, 0.1, 0.2])
results = {}
for mech in ("EY", "DP"):
    rows = []
    for tp in taus:
        theory = ey_ratio * tp if mech == "EY" else dp_slow(tp)
        times = theory * np.arange(1, 7) * 0.2
        spins, _ = simulate(tp, times, mech)
        life, err = jackknife(spins, lambda m: -1 / np.polyfit(times, np.log(m), 1)[0])
        assert abs(life - theory) < 5 * err and err < 0.04 * theory
        rows.append((life, err, theory))
        line = (f"{mech} tau_p = {tp:.2f} ps: T MC = {life:.3f} +- {err:.3f} ps, "
                f"theory = {theory:.3f} ps")
        if mech == "DP":
            line += f", 1/(Omega^2 tau_p) = {1/(OMEGA**2*tp):.2f} ps"
        print(line)
    r = np.array(rows)
    span = np.log(taus[-1] / taus[0])
    power = np.log(r[-1, 0] / r[0, 0]) / span
    power_err = np.hypot(r[-1, 1] / r[-1, 0], r[0, 1] / r[0, 0]) / span
    power_th = np.log(r[-1, 2] / r[0, 2]) / span
    assert abs(power - power_th) < 5 * power_err and power_err < 0.04
    print(f"{mech} exponent of T in tau_p: MC = {power:.3f} +- {power_err:.3f}, "
          f"theory = {power_th:.3f}")
    results[mech] = r

# the momentum lifetime, not the mean free time, governs DP relaxation
wrong = dp_slow(taus[0] * free_over_mom)
assert abs(results["DP"][0, 0] - wrong) > 5 * results["DP"][0, 1]
print(f"DP at tau_p = 0.05 ps if mean free time were used: T = {wrong:.2f} ps (rejected)")

for tp in taus:
    tau = tp * free_over_mom
    mean_sq = quad(lambda x: (OMEGA * tau * x)**2 * np.exp(-x), 0, np.inf)[0]
    assert np.isclose(mean_sq, 2 * (OMEGA * tau)**2)
    print(f"DP rms turn per flight, tau_p = {tp:.2f} ps: {np.sqrt(mean_sq):.4f} rad")
tau_equal = 1 / (OMEGA * np.sqrt(ey_ratio))
print(f"limiting laws give equal T at tau_p = {tau_equal:.4f} ps, "
      f"T = {ey_ratio*tau_equal:.3f} ps")

# ---------- rare collisions: DP spin oscillates, envelope grows with tau_p ----------
envelopes = []
for tp in (2.0, 4.0):
    nu = np.sqrt(OMEGA**2 - 1 / (4 * tp**2))
    times = np.array([0.5, 1.0, 2.0]) * np.pi / nu
    exact = np.exp(-times / (2 * tp)) * (np.cos(nu * times)
                                         + np.sin(nu * times) / (2 * nu * tp))
    spins, _ = simulate(tp, times, "DP")
    mean = spins.mean(axis=1)
    sem = spins.std(axis=1) / np.sqrt(N_EL)
    assert np.all(abs(mean - exact) < 5 * sem)
    env, env_err = jackknife(spins, lambda m: -times[2] / np.log(m[2]))
    assert abs(env - 2 * tp) < 5 * env_err and env_err < 0.05 * env
    envelopes.append(env)
    print(f"DP tau_p = {tp:.1f} ps: Omega*tau_p = {OMEGA*tp:.1f}, nu = {nu:.4f} rad/ps")
    for t, m, se, x in zip(times, mean, sem, exact):
        print(f"  t = {t:.3f} ps: Sz MC = {m:.4f} +- {se:.4f}, theory = {x:.4f}")
    print(f"  envelope lifetime MC = {env:.2f} +- {env_err:.2f} ps, theory = {2*tp:.2f} ps")
assert envelopes[1] > 1.5 * envelopes[0]
print("PASS")
```

Output:

```
Fermi energy / band-edge energy = 1.50
band mixing kappa^2 = 0.2000; opposite-spin weight b^2 = 0.1667
mean flip probability per collision (x spin) = 0.01923
mean free time / momentum lifetime = 0.8077
EY theory: T/tau_p = 21.000
EY rms turn per collision = 0.2787 rad
Omega = 1.00 rad/ps; splitting hbar*Omega = 0.6582 meV
electrons per run = 20000
momentum lifetime, set 0.1 ps: MC = 0.1009 +- 0.0013 ps
EY tau_p = 0.05 ps: T MC = 1.062 +- 0.014 ps, theory = 1.050 ps
EY tau_p = 0.10 ps: T MC = 2.173 +- 0.043 ps, theory = 2.100 ps
EY tau_p = 0.20 ps: T MC = 4.140 +- 0.047 ps, theory = 4.200 ps
EY exponent of T in tau_p: MC = 0.981 +- 0.013, theory = 1.000
DP tau_p = 0.05 ps: T MC = 20.038 +- 0.267 ps, theory = 19.950 ps, 1/(Omega^2 tau_p) = 20.00 ps
DP tau_p = 0.10 ps: T MC = 10.001 +- 0.128 ps, theory = 9.899 ps, 1/(Omega^2 tau_p) = 10.00 ps
DP tau_p = 0.20 ps: T MC = 4.824 +- 0.065 ps, theory = 4.791 ps, 1/(Omega^2 tau_p) = 5.00 ps
DP exponent of T in tau_p: MC = -1.027 +- 0.014, theory = -1.029
DP at tau_p = 0.05 ps if mean free time were used: T = 24.72 ps (rejected)
DP rms turn per flight, tau_p = 0.05 ps: 0.0571 rad
DP rms turn per flight, tau_p = 0.10 ps: 0.1142 rad
DP rms turn per flight, tau_p = 0.20 ps: 0.2284 rad
limiting laws give equal T at tau_p = 0.2182 ps, T = 4.583 ps
DP tau_p = 2.0 ps: Omega*tau_p = 2.0, nu = 0.9682 rad/ps
  t = 1.622 ps: Sz MC = 0.1695 +- 0.0021, theory = 0.1721
  t = 3.245 ps: Sz MC = -0.4443 +- 0.0042, theory = -0.4443
  t = 6.489 ps: Sz MC = 0.1973 +- 0.0043, theory = 0.1974
  envelope lifetime MC = 4.00 +- 0.06 ps, theory = 4.00 ps
DP tau_p = 4.0 ps: Omega*tau_p = 4.0, nu = 0.9922 rad/ps
  t = 1.583 ps: Sz MC = 0.1051 +- 0.0016, theory = 0.1034
  t = 3.166 ps: Sz MC = -0.6713 +- 0.0036, theory = -0.6731
  t = 6.333 ps: Sz MC = 0.4536 +- 0.0042, theory = 0.4531
  envelope lifetime MC = 8.01 +- 0.09 ps, theory = 8.00 ps
PASS
```
